# Exchange Energy and Self-Energy of the Two-Dimensional Electron Gas: a program that tests the result

```python
# Exchange in the uniform two-dimensional electron gas (bare 1/r interaction).
# Result under test, in atomic units, with x = k/kF:
#   self-energy  Sigma(k) = -(2 kF/pi) E(x^2)                          for x <= 1
#                Sigma(k) = -(2 kF/pi) x [E(m) - (1-m) K(m)], m=1/x^2  for x > 1
#   energy per electron  eps_x = -4 kF/(3 pi) = -4 sqrt(2)/(3 pi rs)
# kF: Fermi wave number, rs: radius of the disc holding one electron,
# n: electrons per area, K and E: complete elliptic integrals of parameter m.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import ellipe, ellipk, j1

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

# Quadrature on (0, 1) with nodes crowded at both ends, for end singularities
nodes, weights = np.polynomial.legendre.leggauss(400)
s = 0.5 * (nodes + 1)
unit_points = s**3 * (10 - 15 * s + 6 * s**2)
unit_weights = 0.5 * weights * 30 * s**2 * (1 - s)**2


def sigma_direct(x):
    """Sigma/kF from its definition: Cartesian integral of 1/|k-k'| over the disc.

    The integral across each strip is elementary; the other is numerical."""
    if x <= 1:
        pieces = [(1, 0.0, 1 - x), (-1, 0.0, 1 + x)]
    else:
        pieces = [(-1, x - 1, 2.0)]
    total = 0.0
    for side, start, length in pieces:
        if length > 0:
            distance = start + length * unit_points
            position = x + side * distance
            half_height = np.sqrt(np.maximum(1 - position**2, 0))
            strip = 2 * np.arcsinh(half_height / distance)
            total += length * np.sum(unit_weights * strip)
    return -total / (2 * np.pi)


def sigma_elliptic(x):
    """Sigma/kF from the derived formula."""
    if x <= 1:
        return -2 / np.pi * ellipe(x**2)
    m = 1 / x**2
    return -2 / np.pi * x * (ellipe(m) - (1 - m) * ellipk(m))


def slope_elliptic(x):
    """dSigma/dk in atomic units from the derived formula."""
    if x < 1:
        return 2 / np.pi * (ellipk(x**2) - ellipe(x**2)) / x
    return 2 / np.pi * (ellipk(1 / x**2) - ellipe(1 / x**2))


# Radial grid in bohr for the real-space energy
panel_nodes, panel_weights = np.polynomial.legendre.leggauss(8)
panel_width = 0.5
panel_starts = np.arange(0, 1500, panel_width)
radius = (panel_starts[:, None] + panel_width * 0.5 * (panel_nodes + 1)).ravel()
radius_weights = np.tile(0.5 * panel_width * panel_weights, len(panel_starts))


def energy_real_space(density, species=2):
    """Exchange energy per electron from the squared one-particle density matrix."""
    k_fermi = np.sqrt(4 * np.pi * density / species)
    density_matrix = k_fermi * j1(k_fermi * radius) / (2 * np.pi * radius)
    integral = np.sum(radius_weights * 2 * np.pi * density_matrix**2)
    return -0.5 * species / density * integral


# Model parameters of the worked example
n_ang = 0.1
n = n_ang * BOHR_ANG**2
kF = np.sqrt(2 * np.pi * n)
rs = 1 / np.sqrt(np.pi * n)
eps_formula = -4 * kF / (3 * np.pi)

# Self-energy: definition against elliptic formula, inside and outside
for x in (0.0, 0.3, 0.5, 0.9, 1.0, 1.1, 1.5, 2.0, 5.0):
    assert abs(sigma_direct(x) - sigma_elliptic(x)) < 1e-8, x
far = 50.0
assert abs(sigma_direct(far) * (-2 * far) - 1) < 1e-3

# Energy: real space against formula (the cut at large radius costs about 1e-6)
eps_real = energy_real_space(n)
assert abs(eps_real / eps_formula - 1) < 1e-5
coefficient_real = eps_real * rs
coefficient_formula = -4 * np.sqrt(2) / (3 * np.pi)
assert abs(coefficient_real - coefficient_formula) < 1e-5

# Half the disc average of the directly computed self-energy is the energy
g_nodes, g_weights = np.polynomial.legendre.leggauss(60)
x_disc = 0.5 * (g_nodes + 1)
sigma_disc = np.array([sigma_direct(x) for x in x_disc])
disc_average = np.sum(0.5 * g_weights * 2 * x_disc * sigma_disc) * kF
assert abs(0.5 * disc_average / eps_real - 1) < 1e-5
elliptic_moment = quad(lambda x: x * ellipe(x**2), 0, 1)[0]
assert abs(elliptic_moment - 2 / 3) < 1e-8

# Self-energy at the Fermi edge is the density derivative of the energy per area
dn = 0.01 * n
energy_derivative = ((n + dn) * energy_real_space(n + dn)
                     - (n - dn) * energy_real_space(n - dn)) / (2 * dn)
assert abs(energy_derivative / (kF * sigma_direct(1.0)) - 1) < 1e-4

# Full spin polarization at equal density
polarization_ratio = energy_real_space(n, species=1) / eps_real
assert abs(polarization_ratio - np.sqrt(2)) < 1e-5

# Slope: finite differences of the definition, then the logarithmic law
h = 1e-4
for x in (0.5, 0.99, 1.01, 1.5):
    slope_direct = (sigma_direct(x + h) - sigma_direct(x - h)) / (2 * h)
    assert abs(slope_direct - slope_elliptic(x)) < 5e-5, x
for x in (1 - 1e-6, 1 + 1e-6):
    log_law = (np.log(8 / abs(1 - x)) - 2) / np.pi
    assert abs(slope_elliptic(x) - log_law) < 1e-4

# Worked example
to_ev = HARTREE_EV
slope_unit = HARTREE_EV * BOHR_ANG
free_width = 0.5 * kF**2 * to_ev
exchange_width = kF * (sigma_direct(1.0) - sigma_direct(0.0)) * to_ev
print("Model gas: bare Coulomb interaction, free-electron mass")
print(f"density n = {n_ang:.3f} 1/angstrom^2")
print(f"Fermi wave number kF = {kF / BOHR_ANG:.4f} 1/angstrom")
print(f"radius rs = {rs * BOHR_ANG:.4f} angstrom")
print(f"radius rs = {rs:.4f} bohr")
print(f"hartree times bohr = {slope_unit:.4f} eV angstrom")
print(f"eps_x, formula = {eps_formula * to_ev:.4f} eV")
print(f"eps_x, real-space integral = {eps_real * to_ev:.4f} eV")
print(f"eps_x, half disc average of Sigma = {0.5 * disc_average * to_ev:.4f} eV")
print(f"eps_x, formula = {eps_formula:.5f} hartree")
print(f"eps_x times rs, formula = {coefficient_formula:.5f} hartree bohr")
print(f"eps_x times rs, real space = {coefficient_real:.5f} hartree bohr")
print(f"integral of x E(x^2) from 0 to 1 = {elliptic_moment:.6f} (no unit)")
print("Self-energy: k/kF, definition (eV), elliptic formula (eV)")
for x in (0.0, 0.5, 1.0, 1.5, 2.0):
    direct, formula = (kF * f(x) * to_ev for f in (sigma_direct, sigma_elliptic))
    print(f"  {x:.1f}  {direct:.4f}  {formula:.4f}")
print(f"d(n eps_x)/dn, real space = {energy_derivative * to_ev:.4f} eV")
print(f"polarized/unpolarized eps_x = {polarization_ratio:.5f} (no unit)")
print(f"occupied band width, free = {free_width:.4f} eV")
print(f"band width added by exchange = {exchange_width:.4f} eV")
print(f"occupied band width, Hartree-Fock = {free_width + exchange_width:.4f} eV")
print(f"free-electron slope at kF = {kF * slope_unit:.4f} eV angstrom")
print("Slope of Sigma: 1 - k/kF, slope (eV angstrom)")
for gap in (1e-2, 1e-4, 1e-6):
    print(f"  {gap:.0e}  {slope_elliptic(1 - gap) * slope_unit:.4f}")
print("checks complete")
```

It prints:

```
Model gas: bare Coulomb interaction, free-electron mass
density n = 0.100 1/angstrom^2
Fermi wave number kF = 0.7927 1/angstrom
radius rs = 1.7841 angstrom
radius rs = 3.3715 bohr
hartree times bohr = 14.3996 eV angstrom
eps_x, formula = -4.8443 eV
eps_x, real-space integral = -4.8443 eV
eps_x, half disc average of Sigma = -4.8443 eV
eps_x, formula = -0.17802 hartree
eps_x times rs, formula = -0.60021 hartree bohr
eps_x times rs, real space = -0.60021 hartree bohr
integral of x E(x^2) from 0 to 1 = 0.666667 (no unit)
Self-energy: k/kF, definition (eV), elliptic formula (eV)
  0.0  -11.4141  -11.4141
  0.5  -10.6632  -10.6632
  1.0  -7.2664  -7.2664
  1.5  -4.0627  -4.0627
  2.0  -2.9523  -2.9523
d(n eps_x)/dn, real space = -7.2664 eV
polarized/unpolarized eps_x = 1.41421 (no unit)
occupied band width, free = 2.3939 eV
band width added by exchange = 4.1477 eV
occupied band width, Hartree-Fock = 6.5415 eV
free-electron slope at kF = 6.0401 eV angstrom
Slope of Sigma: 1 - k/kF, slope (eV angstrom)
  1e-02  21.5577
  1e-04  42.5821
  1e-06  63.6882
checks complete
```
